# Surface field of a floating wall in argon plasma: verification in Python

```python
"""
Surface field of a floating wall behind a cold-ion, collisionless sheath.
Result under test:
    F_w = sqrt(2*(sqrt(1 + 2*chi_w) + exp(-chi_w) - 2)),
about 1.57 for chi_w = 4.68.
chi : minus the potential divided by Te (zero at the sheath edge)
F   : electric field in units Te/lambda_D, lambda_D at the edge density n_s
u   : ion speed divided by the Bohm speed sqrt(e*Te/M)
Distances are in lambda_D, densities in n_s, unless a unit is named.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf


def wall_field(chi, edge_field=0.0):
    """Field from the first integral, for entry at the Bohm speed."""
    return np.sqrt(edge_field**2
                   + 2 * (np.sqrt(1 + 2 * chi) + np.exp(-chi) - 2))


def integrate_sheath(start, chi_end, chi_mark, drag=0.0):
    """Newton + continuity + Poisson; start = (chi, F, u).

    drag is lambda_D divided by the ion mean free path.
    Returns wall field, field at chi_mark, distance from mark to wall.
    """
    def rhs(x, y):
        chi, field, speed = y
        return [field, 1 / speed - np.exp(-chi),
                field / speed - drag * speed]

    def at_wall(x, y):
        return y[0] - chi_end
    at_wall.terminal = True
    at_wall.direction = 1

    def at_mark(x, y):
        return y[0] - chi_mark
    at_mark.direction = 1

    sol = solve_ivp(rhs, (0, 1e5), start, method="DOP853",
                    rtol=1e-9, atol=1e-12, events=[at_wall, at_mark])
    assert sol.status == 1, "trajectory did not reach the wall"
    x_wall, y_wall = sol.t_events[0][0], sol.y_events[0][0]
    x_mark, y_mark = sol.t_events[1][0], sol.y_events[1][0]
    return y_wall[1], y_mark[1], x_wall - x_mark


# ---- inputs: rough typical values of a low-pressure argon discharge
Te = 3.0                    # eV
n_s_cm3 = 1e11              # edge density, cm^-3
pressure_mTorr = 5.0
gas_temperature = 300.0     # K
cross_section_cm2 = 1e-14   # ion-neutral, rough
ion_temperature = 0.05      # eV, rough
secondary_yield = 0.1       # electrons per ion, rough
ion_mass_u = 39.948         # argon
chi_w = 4.68                # drop stated in the exercise
chi_mark = 0.1              # outer point used to measure sheath width

e, eps0 = const.e, const.epsilon_0
M = ion_mass_u * const.atomic_mass
n_s = n_s_cm3 * 1e6
u_B = np.sqrt(e * Te / M)
debye = np.sqrt(eps0 * Te / (e * n_s))

# ---- floating drop: velocity-space flux against the closed formula
chi_float = 0.5 * np.log(M / (2 * np.pi * const.m_e))


def escaping_flux(chi):
    """Electron flux over the barrier, in n_s*sqrt(e*Te/m_e)."""
    return quad(lambda v: v * np.exp(-v**2 / 2) / np.sqrt(2 * np.pi),
                np.sqrt(2 * chi), 12, epsabs=1e-13, epsrel=1e-10)[0]


chi_root = brentq(lambda c: escaping_flux(c) - np.sqrt(const.m_e / M),
                  1, 8, xtol=1e-11)
assert abs(chi_root - chi_float) < 1e-6
assert abs(chi_float - chi_w) < 0.005

# ---- first integral against direct integration of the motion
F_w = wall_field(chi_w)
F_ode, _, width_ode = integrate_sheath([0, 1e-4, 1], chi_w, chi_mark)
assert abs(F_ode - F_w) < 1e-6
assert abs(F_w - 1.57) < 0.005
edge_trial = 0.1
F_edge_ode, _, _ = integrate_sheath([0, edge_trial, 1], chi_w, chi_mark)
F_edge = wall_field(chi_w, edge_trial)
assert abs(F_edge_ode - F_edge) < 1e-6
width = quad(lambda c: 1 / wall_field(c), chi_mark, chi_w)[0]
assert abs(width / width_ode - 1) < 1e-4

# ---- behaviour near the edge
c = sp.symbols("c", positive=True)
stress = sp.sqrt(1 + 2 * c) + sp.exp(-c) - 2
series = sp.series(stress, c, 0, 4).removeO()
assert sp.simplify(series - c**3 / 3) == 0
x = sp.symbols("x", positive=True)
tail = 6 / x**2
assert sp.simplify(sp.diff(tail, x)**2 - 2 * tail**3 / 3) == 0


def half_field_squared(mach, chi):
    """Integrated net charge for entry at mach times the Bohm speed."""
    return quad(lambda s: 1 / np.sqrt(1 + 2 * s / mach**2) - np.exp(-s),
                0, chi)[0]


slow_entry = half_field_squared(0.9, 0.1)
bohm_entry = half_field_squared(1.0, 0.1)
assert slow_entry < 0 < bohm_entry

# ---- sensitivity to the drop
slope = (1 / np.sqrt(1 + 2 * chi_w) - np.exp(-chi_w)) / F_w
h = 1e-4
slope_fd = (wall_field(chi_w + h) - wall_field(chi_w - h)) / (2 * h)
assert abs(slope - slope_fd) < 1e-6

# ---- SI field from the integrated space charge
def si_field(density):
    def charge(V):
        ions = density * u_B / np.sqrt(u_B**2 + 2 * e * V / M)
        return e * (ions - density * np.exp(-V / Te))
    area = quad(charge, 0, chi_w * Te, epsabs=0, epsrel=1e-9)[0]
    return np.sqrt(2 * area / eps0)


E_w = F_w * Te / debye
assert abs(si_field(n_s) / E_w - 1) < 1e-7

# ---- the same field in bulk Debye lengths, collisionless presheath
edge_to_bulk = np.exp(-0.5)
F_bulk = F_w * np.exp(-0.25)
n_bulk = n_s / edge_to_bulk
debye_bulk = np.sqrt(eps0 * Te / (e * n_bulk))
assert abs(si_field(n_s) * debye_bulk / Te - F_bulk) < 1e-6

# ---- neglected effect: ion-neutral drag, from presheath to wall
gas_density = (pressure_mTorr * 1e-3 * const.torr
               / (const.k * gas_temperature))
mean_free_path = 1 / (gas_density * cross_section_cm2 * 1e-4)
drag = debye / mean_free_path


def field_with_drag(strength):
    """Start on the quasineutral presheath solution at half Bohm speed."""
    u0 = 0.5
    start = [np.log(u0), strength * u0**2 / (1 - u0**2), u0]
    return integrate_sheath(start, chi_w, 0.0, strength)


F_drag, F_drag_edge, _ = field_with_drag(drag)
F_weak, _, _ = field_with_drag(drag / 10)
assert 0 < F_weak - F_w < F_drag - F_w

# ---- neglected effect: electrons absorbed by the wall do not return
norm = 2 / (1 + erf(np.sqrt(chi_w)))


def cut_density(chi):
    return norm * np.exp(-chi) * (1 + erf(np.sqrt(chi_w - chi))) / 2


trial = 3.0
velocity_sum = quad(lambda v: np.exp(-v**2 / 2) / np.sqrt(2 * np.pi),
                    -np.sqrt(2 * (chi_w - trial)), 12)[0]
assert abs(norm * np.exp(-trial) * velocity_sum
           - cut_density(trial)) < 1e-8
F_cut = np.sqrt(2 * quad(lambda s: 1 / np.sqrt(1 + 2 * s)
                         - cut_density(s), 0, chi_w)[0])

# ---- neglected effect: warm ions, one-dimensional adiabatic pressure
tau = ion_temperature / Te
entry_squared = 1 + 3 * tau


def warm_density(chi):
    energy = entry_squared / 2 + 1.5 * tau + chi
    speed_squared = energy + np.sqrt(energy**2
                                     - 3 * tau * entry_squared)
    return np.sqrt(entry_squared / speed_squared)


chi_warm = chi_w - 0.5 * np.log(entry_squared)
F_warm = np.sqrt(2 * quad(lambda s: warm_density(s) - np.exp(-s),
                          0, chi_warm)[0])

# ---- neglected effects that act through the floating drop
chi_secondary = chi_w - np.log(1 + secondary_yield)
chi_sec_root = brentq(
    lambda s: escaping_flux(s)
    - (1 + secondary_yield) * np.sqrt(const.m_e / M), 1, 8, xtol=1e-11)
assert abs((chi_float - chi_sec_root) - (chi_w - chi_secondary)) < 1e-6
F_secondary = wall_field(chi_secondary)
F_tail = wall_field(chi_w - 1)


def percent(value):
    return 100 * (value / F_w - 1)


print(f"Argon ion mass: {ion_mass_u:.3f} u")
print(f"Floating drop from flux balance: {chi_float:.4f} Te")
print(f"Drop used: {chi_w:.2f} Te")
print(f"sqrt(1+2 chi_w): {np.sqrt(1 + 2 * chi_w):.4f}")
print(f"exp(-chi_w): {np.exp(-chi_w):.5f}")
print(f"Half the squared field: {F_w**2 / 2:.4f}")
print(f"Squared field: {F_w**2:.4f}")
print(f"Wall field, first integral: {F_w:.4f} Te/lambda_D")
print(f"Wall field, direct integration: {F_ode:.4f} Te/lambda_D")
print(f"Trial edge field: {edge_trial:.2f} Te/lambda_D")
print(f"Wall field with trial edge field: {F_edge:.4f} Te/lambda_D")
print(f"Half squared field, Mach 0.9, chi 0.1: {slow_entry:.6f}")
print(f"Half squared field, Mach 1.0, chi 0.1: {bohm_entry:.6f}")
print(f"Slope dF_w/dchi_w: {slope:.4f}")
print(f"Edge-to-bulk density ratio: {edge_to_bulk:.4f}")
print(f"Wall field in bulk Debye units: {F_bulk:.4f} Te/lambda_D0")
print(f"Electron temperature: {Te:.1f} eV")
print(f"Edge density: {n_s_cm3:.1e} cm^-3")
print(f"Bohm speed: {u_B / 1e3:.3f} km/s")
print(f"Edge Debye length: {debye * 1e6:.2f} um")
print(f"Wall drop: {chi_w * Te:.2f} V")
print(f"Surface field: {E_w / 100:.0f} V/cm")
print(f"Surface field: {E_w / 1e8:.5f} MV/cm")
print(f"Distance from chi=0.1 to wall: {width:.2f} lambda_D")
print(f"Distance from chi=0.1 to wall: {width * debye * 1e6:.0f} um")
print(f"Ion impact energy: {(0.5 + chi_w) * Te:.2f} eV")
print(f"Gas pressure: {pressure_mTorr:.1f} mTorr")
print(f"Gas temperature: {gas_temperature:.0f} K")
print(f"Rough ion-neutral cross section: {cross_section_cm2:.0e} cm^2")
print(f"Ion mean free path: {mean_free_path * 100:.2f} cm")
print(f"Debye length / mean free path: {drag:.5f}")
print(f"Field at chi=0 with drag: {F_drag_edge:.4f} Te/lambda_D")
print(f"Wall field with drag: {F_drag:.4f} Te/lambda_D")
print(f"Change by drag: {percent(F_drag):+.2f} %")
print(f"Change by drag ten times weaker: {percent(F_weak):+.2f} %")
print(f"Change by absorbed electrons: {percent(F_cut):+.2f} %")
print(f"Rough ion temperature: {ion_temperature:.2f} eV")
print(f"Floating drop with warm ions: {chi_warm:.3f} Te")
print(f"Change by warm ions: {percent(F_warm):+.2f} %")
print(f"Rough secondary yield: {secondary_yield:.2f}")
print(f"Floating drop with secondaries: {chi_secondary:.3f} Te")
print(f"Change by secondaries: {percent(F_secondary):+.2f} %")
print(f"Wall field for drop lower by 1 Te: {F_tail:.4f} Te/lambda_D")
print(f"Change for drop lower by 1 Te: {percent(F_tail):+.2f} %")
print("all assertions hold")
```

It prints:

```
Argon ion mass: 39.948 u
Floating drop from flux balance: 4.6789 Te
Drop used: 4.68 Te
sqrt(1+2 chi_w): 3.2187
exp(-chi_w): 0.00928
Half the squared field: 1.2280
Squared field: 2.4559
Wall field, first integral: 1.5671 Te/lambda_D
Wall field, direct integration: 1.5671 Te/lambda_D
Trial edge field: 0.10 Te/lambda_D
Wall field with trial edge field: 1.5703 Te/lambda_D
Half squared field, Mach 0.9, chi 0.1: -0.000674
Half squared field, Mach 1.0, chi 0.1: 0.000283
Slope dF_w/dchi_w: 0.1923
Edge-to-bulk density ratio: 0.6065
Wall field in bulk Debye units: 1.2205 Te/lambda_D0
Electron temperature: 3.0 eV
Edge density: 1.0e+11 cm^-3
Bohm speed: 2.692 km/s
Edge Debye length: 40.72 um
Wall drop: 14.04 V
Surface field: 1155 V/cm
Surface field: 0.00115 MV/cm
Distance from chi=0.1 to wall: 10.47 lambda_D
Distance from chi=0.1 to wall: 426 um
Ion impact energy: 15.54 eV
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Rough ion-neutral cross section: 1e-14 cm^2
Ion mean free path: 0.62 cm
Debye length / mean free path: 0.00655
Field at chi=0 with drag: 0.0444 Te/lambda_D
Wall field with drag: 1.5994 Te/lambda_D
Change by drag: +2.06 %
Change by drag ten times weaker: +0.32 %
Change by absorbed electrons: +0.27 %
Rough ion temperature: 0.05 eV
Floating drop with warm ions: 4.656 Te
Change by warm ions: +0.85 %
Rough secondary yield: 0.10
Floating drop with secondaries: 4.585 Te
Change by secondaries: -1.18 %
Wall field for drop lower by 1 Te: 1.3539 Te/lambda_D
Change for drop lower by 1 Te: -13.60 %
all assertions hold
```
